# Third-Order Clock Polarizability of Alkali Atoms and the Caesium Blackbody Shift, part 2

The two hyperfine levels of the caesium ground state, separated by the clock frequency $\nu_0$, differ in polarizability, so an electric field shifts the clock. In a one-electron model the difference is a fraction $4.7\times10^{-5}$ of the polarizability $\alpha$, about 1.75 times what the reduced 6s–6p gap alone suggests. The opening question was why. Atomic units are used unless stated otherwise.

The valence electron has Hamiltonian $H_0$, with a fixed potential; a field $\mathcal E$ along $z$ adds $\mathcal E z$. The ground s orbital $\psi_0$ is labelled 0, other s orbitals $n$, and p orbitals $p$, with energies $E_0,E_n,E_p$. The element $z_{np}$ connects s orbital $n$ to the $m=0$ orbital of shell $p$. The contact hyperfine interaction has elements $A\,w_{nm}\,\mathbf I\cdot\mathbf S$ (nuclear and electron spins), with $w_{n0}=u_n'(0)/u_0'(0)$ for reduced radial functions $u_n$. For isotropic field directions,

$$
\frac{\delta\nu}{\nu_0}=-\tfrac12\beta\langle\mathcal E^2\rangle,\qquad
\Delta\alpha=h\nu_0\beta,\qquad \beta=\beta_T+\beta_R,
$$

$$
\beta_T=4\sum_p\sum_{n\ne0}\frac{z_{0p}z_{pn}w_{n0}}{(E_p-E_0)(E_0-E_n)},\qquad
\beta_R=2\sum_p\frac{z_{0p}^2}{(E_p-E_0)^2}.
$$

Here $\Delta\alpha$ is upper minus lower level. Occupied orbitals stay in the sums. A fixed field direction adds a tensor part, dependent on the magnetic quantum number.

Adding a contact perturbation $\lambda w$, with elements $w_{nm}$, to the s-wave Hamiltonian gives $dE_0/d\lambda=1$ at $\lambda=0$ and

$$
\frac{dz_{0p}}{d\lambda}=\sum_{n\ne0}\frac{w_{n0}z_{np}}{E_0-E_n},
\qquad
\beta=\frac{d\alpha}{d\lambda}\bigg|_{0}.
$$

A p-shell spin–orbit energy $\xi\,\mathbf L\cdot\mathbf S$ restores a centre term, from the hyperfine interaction between p orbitals:

$$
\beta_C\simeq\frac83\,\frac{a_p}{A}\,\frac{\xi z_{0p}^2}{\Delta^3}.
$$

Here $a_p$ is the p-shell hyperfine coupling and $\Delta=E_p-E_0$ the mean excitation energy.

A restricted model with only 6s, 7s and 6p orbitals (80 states with spins) gave $\beta=13160.8$ from the formula and 13159.6 by diagonalization. For the full caesium model, rediagonalizing with a contact or a smooth short-range perturbation reproduced the sum over states, 14905.4.

### Electron density at the nucleus

In a field along $z$, the energy with the contact perturbation is $E_0+\lambda-\frac12\alpha(\lambda)\mathcal E^2$, to the order needed. Its derivative with respect to $\lambda$ is the expectation value of the contact operator in the field-dressed state $\psi_{\mathcal E}$. At $\lambda=0$ this gives

$$
\frac{|\psi_{\mathcal E}(0)|^2}{|\psi_0(0)|^2}=1-\tfrac12\beta\mathcal E^2 .
$$

A positive $\beta$ means that the field draws electron density away from the nucleus.

Hydrogen 1s permits a complete calculation. Write

$$
\psi_{\mathcal E}=\psi_0\left[1+\mathcal E f_1(r)\cos\theta+\mathcal E^2f_2(r)+\dots\right],
$$

where the omitted second-order part has d symmetry and vanishes at the nucleus. Because $\psi_0\propto e^{-r}$, applying $H_0-E_0$ to $\psi_0f$ gives $-\frac12\psi_0(\nabla^2f-2\,\partial f/\partial r)$. The first-order equation is therefore

$$
f_1''+\frac{2f_1'}r-\frac{2f_1}{r^2}-2f_1'=2r .
$$

Insert $f_1=ar+br^2$. The terms in $1/r$ cancel, and the left side is $4b-2a-4br$. Hence $b=-\frac12$ and $a=2b=-1$:

$$
f_1=-\left(r+\tfrac12r^2\right).
$$

The 1s averages are $\langle r^n\rangle=(n+2)!/2^{n+1}$, so $\langle r^2\rangle=3$, $\langle r^3\rangle=\frac{15}2$ and $\langle r^4\rangle=\frac{45}2$. The angular average of $\cos^2\theta$ is $\frac13$. The coefficient of $\mathcal E^2$ in the energy is

$$
\epsilon_2=\tfrac13\langle rf_1\rangle
=-\tfrac13\left(3+\tfrac{15}4\right)=-\tfrac94,
$$

and $\alpha=-2\epsilon_2=\frac92$. The s part of the second-order equation, multiplied by $-2$, is

$$
f_2''+\frac{2f_2'}r-2f_2'
=-2\left(\epsilon_2-\tfrac13rf_1\right)
=\tfrac92-\tfrac23r^2-\tfrac13r^3 .
$$

Insert $f_2=k+ar^2+br^3+cr^4$ with new coefficients. The powers $r^3,r^2,r,1$ give

$$
-8c=-\tfrac13,\quad 20c-6b=-\tfrac23,\quad 12b-4a=0,\quad 6a=\tfrac92 .
$$

These four equations are satisfied by $c=\frac1{24}$, $b=\frac14$, $a=\frac34$. The constant $k$ follows from normalization, $2\langle f_2\rangle+\frac13\langle f_1^2\rangle=0$. Here

$$
\langle f_2\rangle=k+\tfrac94+\tfrac{15}8+\tfrac{15}{16}=k+\tfrac{81}{16},
$$

$$
\tfrac13\langle f_1^2\rangle=\tfrac13\left(3+\tfrac{15}2+\tfrac{45}8\right)=\tfrac{43}8 .
$$

So $k=-\frac{81}{16}-\frac{43}{16}=-\frac{31}4$. At the nucleus the density changes by the fraction $2k\mathcal E^2$. Setting this equal to $-\frac12\beta\mathcal E^2$ gives $\beta=-4k=31$ atomic units. The sum over states reproduces both $\alpha=4.5000$ and $\beta=31.0000$.

### The caesium model

The potential for orbital angular momentum $l$ is

$$
V_l(r)=-\frac1r\left[1+\frac{(Z-1)e^{-\gamma r}}{(1+t_lr)^2}\right],\qquad Z=55.
$$

It tends to $-Z/r$ at the nucleus and $-1/r$ far away. With $\gamma=0.25$ per bohr chosen, $t_s$ and $t_p$ are fitted to two adopted input energies, close to the measured values of roughly 3.9 and 1.4 eV: a 6s binding energy of 3.89 eV and a mean 6s–6p excitation energy of 1.43 eV. The fit gives $t_s=1.968$ and $t_p=1.996$ per bohr. The energies are thus inputs; the wave functions and $\beta$ are results of the model. They depend on the chosen $\gamma$: refitting to the same two energies with $\gamma$ between 0.1 and 0.6 per bohr moves $\beta$ from about 15900 to 14300 and $\alpha$ from 469 to 425. The digits quoted below belong to $\gamma=0.25$.

The largest contributions can be checked by hand. The 6s–6p gap is 0.05255 hartree and $|z|=3.4261$ bohr, so

$$
\beta_R(6p)=\frac{2(3.4261)^2}{(0.05255)^2}\simeq8.50\times10^3 .
$$

All p states together give 8538. For the path through 7s and 6p, the 7s–6p element is 3.1341 bohr, the 6s–7s gap is 0.08487 hartree, and $|w|=0.4839$:

$$
|\beta_T(7s,6p)|=\frac{4(3.4261)(3.1341)(0.4839)}{(0.05255)(0.08487)}
\simeq4.66\times10^3 .
$$

Its sign is positive, since the two numbers add to the 13161 of the restricted model. As $E_0-E_{7s}$ is negative, the product $z_{0p}z_{pn}w_{n0}$ must be negative too. With all p states included, the 7s contribution falls to 4063.

The remaining top contributions are 61 from occupied s states, 1094 from higher bound states and 1149 from positive-energy states. The calculation confines the atom to a finite sphere, so the division between the last two depends on the sphere. Their total with the other terms is stable: a second basis in a larger sphere gives the same $\beta$ to the printed digits. Altogether

$$
\beta=6367+8538\simeq1.49\times10^4 .
$$

Stopping the s sum at 7s, without the occupied s states but with all p states kept, would give 12601, about 15% too small relative to the full model sum.

Dividing by $\alpha=447$ answers the opening question. The gap term gives $8538/447=19.1$ per hartree, close to the inverse 6s–6p gap. The wave-function term gives another $6367/447=14.2$. The less strongly bound level is the more polarizable one for both reasons. A crude scaling argument makes the second number plausible: if squared dipole elements grow as $|E_0|^{-2}$, as the squared size of a loosely bound orbital roughly does, their logarithmic derivative is $2/|E_0|\simeq14$ per hartree. This is an estimate, and its closeness is partly accidental: in the model the logarithmic derivative of $\langle r^2\rangle$ itself is only about 11.7 per hartree.

For the centre term, the model has a 6p fine-structure splitting of 0.0893 eV, larger than the measured value of roughly 0.07 eV. The splitting equals $\frac32\xi$, so $\xi\simeq0.00219$ hartree. With $a_p/A=0.0606$, the first-order formula gives

$$
\beta_C\simeq\frac83(0.0606)\frac{(0.00219)(3.4261)^2}{(0.05255)^3}\simeq29 .
$$

Inverting the energy denominator with the full spin–orbit term also gives 29. This 6p part is 0.2% of $\beta$. It is not the whole centre term: the other p orbitals, including the occupied ones, also enter and can contribute more than 6p itself, because both the spin–orbit and the hyperfine coupling are strong near the nucleus. The splitting of the 6p gap also changes $\beta_T+\beta_R$ at second order in $\xi$, by an amount similar to the 6p part. The spin–orbit coupling also mixes different p orbitals, which adds a further change at the same order. Summed over all p orbitals, the first-order centre term of the model is about 110, or 0.7% of $\beta$, a remainder of negative occupied-state and positive higher-state parts. The second-order change of $\beta_T+\beta_R$ is about 70, part of which is a small lowering of the mean 6p level that a refit would absorb. These fine-structure corrections, together about 1% and thus comparable to the dynamic correction found below, are omitted from the shift.

### Static blackbody shift

The energy density of thermal radiation is

$$
u=\frac{(kT)^4}{\pi^2(\hbar c)^3}\int_0^\infty\frac{x^3\,dx}{e^x-1}
=\frac{\pi^2(kT)^4}{15(\hbar c)^3}=\frac{4\sigma T^4}{c}.
$$

In this paragraph SI units are used. Half the energy is electric, so $\frac12\varepsilon_0\langle\mathcal E^2\rangle=\frac12u$ and

$$
\langle\mathcal E^2\rangle=\frac{4\sigma T^4}{\varepsilon_0c}.
$$

At 300 K the root-mean-square field is 831.9 V/m. The model's Stark coefficient, which is $-\frac12\beta\nu_0$ with the field converted from atomic units, is $-2.591\times10^{-10}$ Hz/(V/m)$^2$. Therefore

$$
\delta\nu=-2.591\times10^{-10}\,(831.9)^2\ \mathrm{Hz}
\simeq-1.79\times10^{-4}\ \mathrm{Hz},
$$

$$
\frac{\delta\nu}{\nu_0}=\frac{-1.79\times10^{-4}}{9.1926\times10^9}
\simeq-1.95\times10^{-14}.
$$

The sign is negative because the upper level is lowered more than the lower one.

### The field oscillates

For $\mathcal E_0\cos\omega t$, with $\Delta_p=E_p-E_0$, the first-order amplitude of a p state in the interaction picture is

$$
c_p=-\frac{\mathcal E_0z_{0p}}2\left[
\frac{e^{i(\Delta_p+\omega)t}}{\Delta_p+\omega}
+\frac{e^{i(\Delta_p-\omega)t}}{\Delta_p-\omega}\right].
$$

The induced dipole is $-2\,\mathrm{Re}\sum_pz_{0p}c_pe^{-i\Delta_pt}$. Dividing it by the field gives

$$
\alpha(\omega)=2\sum_p\frac{\Delta_pz_{0p}^2}{\Delta_p^2-\omega^2}
=2\sum_p\frac{z_{0p}^2}{\Delta_p}
+2\omega^2\sum_p\frac{z_{0p}^2}{\Delta_p^3}+\dots
$$

Away from resonance the mean energy shift is $-\frac12\alpha(\omega)\langle\mathcal E^2\rangle$. Differentiating with respect to $\lambda$ as before gives $\beta(\omega)=\beta+\beta_2\omega^2+\dots$, where

$$
\beta_2=4\sum_p\sum_{n\ne0}\frac{z_{0p}z_{pn}w_{n0}}{\Delta_p^3(E_0-E_n)}
+6\sum_p\frac{z_{0p}^2}{\Delta_p^4}.
$$

The last factor is $2\times3$, from differentiating $\Delta_p^{-3}$. The thermal average of $\omega^2$, weighted by the energy density, is

$$
\langle\omega^2\rangle=(kT)^2\,\frac{8\pi^6/63}{\pi^4/15}
=\frac{40\pi^2}{21}(kT)^2 .
$$

The static shift is multiplied by $1+\epsilon$, with $\epsilon=(40\pi^2/21)(kT)^2\beta_2/\beta$. At 300 K, $kT=9.50\times10^{-4}$ hartree and $\epsilon=0.0132$. Direct integration over the Planck spectrum up to $30kT$, still below the 6s–6p resonance, gives 0.0135. The corrected model shift is $-1.98\times10^{-14}$. At this order the temperature dependence is $T^4$ times $1+\epsilon$, with $\epsilon$ proportional to $T^2$.

### How far the caesium number can be trusted

The established shift is roughly $-1.7\times10^{-14}$, so the static model value is about 15% too large in magnitude (between about 10% and 22% for $\gamma$ from 0.6 to 0.1 per bohr). One omission can be examined. An electron at distance $r$ polarizes the core, whose induced dipole opposes the electron's own. This replaces $r$ in the dipole integral by

$$
r-\frac{\alpha_c}{r^2}\left[1-e^{-(r/r_c)^6}\right].
$$

With a rough core polarizability $\alpha_c=16$ atomic units and a chosen cutoff $r_c=3$ bohr, $\alpha$ falls from 447 to 390 and $\beta$ from 14905 to 13485. The static shift becomes $-1.76\times10^{-14}$. Only the dipole operator was changed, so the 10% reduction is due to core screening in this form. The remaining closeness to the established value is no error estimate, because the cutoff and $\gamma$ were chosen and other effects are missing. Cutoffs of 2 and 4 bohr give $-1.73\times10^{-14}$ and $-1.78\times10^{-14}$, and at $r_c=3$ bohr the range of $\gamma$ from 0.1 to 0.6 gives $-1.89\times10^{-14}$ to $-1.68\times10^{-14}$.

Those effects are explicit relativity, electron correlation beyond the fixed potential and this simple screening, and the direct action of the thermal magnetic field, which is only of order $10^{-17}$ in $\delta\nu/\nu_0$ at 300 K. The frequency expansion fails when thermal frequencies approach an atomic resonance. For a static field of fixed direction the scalar result must be supplemented by the tensor part. That part is itself proportional to the hyperfine coupling, so the splitting it causes stays small beside the hyperfine splitting as long as the expansion in the field holds. The numerical output gives the remaining digits and comparisons.

## Values computed for the example and the checks

```
hydrogen alpha: closed form, sum  4.5000 4.5000 a.u.
hydrogen beta: closed form, sum   31.0000 31.0000 a.u.
input 6s binding energy           3.89 eV
input mean 6s-6p excitation       1.43 eV
screening decay constant gamma    0.25 1/bohr
fitted screening t, s and p waves 1.9679 1.9962 1/bohr
6s-6p energy gap                  0.05255 hartree
6s-7s energy gap                  0.08487 hartree
|z| 6s-6p and 7s-6p               3.4261 3.1341 bohr
|w| 7s-6s contact ratio           0.4839
Cs valence polarizability         447.1 a.u.
beta top term                     6367.3 a.u.
  from occupied s states          61.1 a.u.
  from 7s                         4063.3 a.u.
  from higher bound s states      1093.5 a.u.
  from positive-energy s states   1149.4 a.u.
beta normalization term           8538.1 a.u.
beta total                        14905.4 a.u.
beta, second spline basis         14905.4 a.u.
beta, contact finite difference   14905.5 a.u.
beta, smooth short-range change   14905.3 a.u.
80-state model beta: diag, sum    13159.6 13160.8 a.u.
6p fine-structure splitting       0.0893 eV
6p hyperfine coupling / A         0.0606
beta centre term (6p estimate)    29.27 a.u.
clock frequency nu0               9192631770 Hz
differential polarizability       0.02082 a.u.
Stark coefficient                 -2.5909e-10 Hz/(V/m)^2
temperature                       300 K
thermal energy kT                 9.5004e-04 hartree
rms blackbody electric field      831.94 V/m
static blackbody shift dnu/nu0    -1.951e-14
static blackbody shift            -1.793e-04 Hz
dynamic correction epsilon        0.01321
epsilon by Planck quadrature      0.01349
shift with dynamic correction     -1.977e-14
core polarizability (rough input) 16 a.u.
core cutoff radius (chosen)       3.0 bohr
core-screened: polarizability     390.3 a.u.
core-screened: beta               13485.2 a.u.
core-screened: static shift       -1.765e-14
```
